# Ground spins of four diradicals: sublattice counting, disjoint orbitals and Hubbard gaps

## Problem

Four hydrocarbons, idealized here as planar $\pi$ frames, have as many $\pi$ electrons as $\pi$ carbons, and two of these electrons are left over after the bonding orbitals are filled:

- trimethylenemethane (TMM), a central carbon bonded to three CH$_2$ groups;
- tetramethyleneethane (TME), two bonded carbons with two CH$_2$ groups each;
- square cyclobutadiene;
- meta-xylylene, a six-ring with CH$_2$ groups on C1 and C3.

Describe each by a Hubbard model with one orbital per carbon and equal bonds,

$$H=-t\sum_{\langle ij\rangle,\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.}\right)+U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right),\qquad t,U>0 .$$

At fixed electron number the halves shift $H$ by a constant. Define

$$D=E(\text{lowest singlet})-E(\text{lowest triplet}),$$

so that $D>0$ favours the triplet.

(a) Which spin does each ground state have? (b) How does $D$ start as $U$ grows from zero? (c) The Borden–Davidson criterion asks whether the two nonbonding orbitals can be confined to separate sets of atoms, that is, made disjoint. Does disjointness by itself imply a singlet? As a control, include pentamethylenepropane, a three-carbon chain carrying two, one and two CH$_2$ groups. (d) Find $D$ for $t=2.5$ eV and $U=5$ eV.

## First estimate by scaling

**Where the two electrons live.** Colour the carbons so that bonds join only unlike colours, and call the larger set $A$. The counts $n_A/n_B$ are 3/1 for TMM, 3/3 for TME, 2/2 for cyclobutadiene, and 5/3 for both meta-xylylene and the control.

A nonbonding orbital $\phi$ has zero hopping energy, so its coefficients on the neighbours of every site add to zero. The conditions at $B$ sites involve only $A$ coefficients, and conversely.

- TMM: the three outer coefficients add to zero, which leaves two orbitals. The conditions at the outer sites make the central coefficient vanish.
- Cyclobutadiene: $(1,-1)/\sqrt2$ on either pair of opposite corners.
- TME: the condition at a CH$_2$ carbon removes its neighbour. What remains is $(1,-1)/\sqrt2$ on the two CH$_2$ carbons of either half.
- Meta-xylylene: number the CH$_2$ carbons 7 (on C1) and 8 (on C3). The conditions are $c_2+c_6+c_7=0$, $c_2+c_4+c_8=0$ and $c_4+c_6=0$: five unknowns, three conditions, two orbitals. The conditions at sites 7, 8 and 4 remove C1, C3 and C5.
- Control: the condition at the middle CH$_2$ removes the middle chain carbon. One orbital $(1,-1)/\sqrt2$ remains on each outer CH$_2$ pair, and both pairs belong to $A$.

TME, cyclobutadiene and the control are thus disjoint.

**Shared atoms.** Parallel electrons never meet on one site; antiparallel ones may. With densities spread over $N$ common atoms, $D\sim U\sum_i(1/N)^2=U/N$. This gives $5/3\approx1.7$ eV for TMM and $5/5=1.0$ eV for meta-xylylene.

**Disjoint orbitals.** The two electrons do not meet, and can sense each other's spin only through the other $\pi$ electrons. Each disturbs a core spread over $n$ atoms with a matrix element of order $U/n$. With an excitation energy of about $2t$, that of one isolated double bond,

$$|D|\sim\frac{U^2}{2n^2t}.$$

Since $U^2/t=10$ eV, this is 0.31 eV for cyclobutadiene ($n=4$), 0.14 eV for TME ($n=6$) and 0.08 eV for the control ($n=8$). Scaling does not give the sign.

## Solution

### The ground spin at large $U$

For $U\gg t$ every site holds one electron. On one bond, parallel spins cannot hop. The singlet couples with amplitude of magnitude $2t$ to the symmetric combination of the two doubly occupied states, which lies $U$ higher, so it gains $-4t^2/U$. After one hop, single occupancy is restored in second order only if one of the two electrons on the doubly occupied site hops back over the same bond, so bonds add:

$$H_{\rm eff}=J\sum_{\langle ij\rangle}\left(\mathbf S_i\cdot\mathbf S_j-\tfrac14\right),\qquad J=\frac{4t^2}{U}.$$

Rotate all $B$ spins by $\pi$ about $z$. This reverses $S^x$ and $S^y$ on $B$, and each bond becomes

$$J\left[S^z_iS^z_j-\tfrac12\left(S_i^+S_j^-+S_i^-S_j^+\right)\right].$$

All off-diagonal elements are now zero or negative. Take a real ground state with coefficients $c_k$ in the sector $S^z=0$. Replacing $c_k$ by $|c_k|$ cannot raise the energy, so $|c_k|$ is also a ground state. If one coefficient vanished, its eigenvalue equation would force all configurations reached by one exchange to vanish too, and on a connected frame this would remove the whole state. Hence every $|c_k|>0$. A ground state of mixed sign is also impossible, since $c_k+|c_k|$ would then be a ground state with zeros. The ground state is therefore unique in this sector and has coefficients of one sign.

The same argument holds for the reference Hamiltonian $\mathbf S_A\cdot\mathbf S_B$, where $\mathbf S_A$ and $\mathbf S_B$ are the total sublattice spins. Its energy is

$$\tfrac12\left[S(S+1)-S_A(S_A+1)-S_B(S_B+1)\right].$$

For given $S_A\ge S_B$ the minimum is at $S=S_A-S_B$, where it equals $-S_B(S_A+1)$; the other ordering exchanges the labels. This is lowest when both sublattice spins are maximal, $S_A=n_A/2$ and $S_B=n_B/2$. Two states with coefficients of one sign overlap, whereas states of different total spin are orthogonal. The molecule therefore has the spin of the reference:

$$S=\frac{|n_A-n_B|}{2}.$$

This is Ovchinnikov's rule. It gives $S=1$ for TMM, meta-xylylene and the control, and $S=0$ for TME and cyclobutadiene. The sector $S^z=0$ misses no candidate, because with an even number of electrons every multiplet has a member there.

Lieb's theorem extends the rule to all $U>0$ for connected two-colour frames at half filling. It is quoted here, not proved: the small-$U$ limit is worked out next and three intermediate values are diagonalized, while the statement for every $U>0$ rests on the theorem.

### First order in $U$

At $U=0$ the bonding orbitals are full and two electrons occupy $\phi_1,\phi_2$. Reversing the coefficients on $B$ turns a bonding orbital of energy $-e$ into an antibonding one of energy $+e$ with the same site densities. Completeness then gives

$$\sum_{n\,\text{bonding}}n_i^2+\tfrac12\rho_i=\tfrac12,\qquad\rho_i=\phi_1(i)^2+\phi_2(i)^2 .$$

With the core frozen, $n_{i\sigma}-\frac12$ therefore becomes $n^v_{i\sigma}-\frac12\rho_i$, where $v$ marks the two nonbonding electrons. No separate core potential is left.

In the sector $S^z=0$ one electron is up and one is down. Let Pauli matrices act on the orbital label 1, 2 of each electron. The density operator at site $i$ has elements $\phi_k(i)\phi_l(i)$, so

$$n^v_i-\tfrac12\rho_i=\tfrac12\left(x_i\sigma_z+y_i\sigma_x\right),\qquad x_i=\phi_1^2-\phi_2^2,\quad y_i=2\phi_1\phi_2 .$$

Rotating the orbital pair by $\theta$ rotates $(x_i,y_i)$ by $2\theta$. One can thus choose orbitals with $\sum_i x_iy_i=0$. With $X=\sum_i x_i^2$ and $Y=\sum_i y_i^2$,

$$V=\frac U4\left(X\,\sigma_z^\uparrow\sigma_z^\downarrow+Y\,\sigma_x^\uparrow\sigma_x^\downarrow\right).$$

The two products commute. Let $|kl\rangle=c^\dagger_{k\uparrow}c^\dagger_{l\downarrow}|\text{core}\rangle$. The energies in units of $U/4$ are:

- $|11\rangle+|22\rangle$: $X+Y$;
- $|11\rangle-|22\rangle$: $X-Y$;
- $|12\rangle+|21\rangle$: $-X+Y$;
- $|12\rangle-|21\rangle$: $-X-Y$.

The last state equals $c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}$ acting on the core, by one anticommutation, and is the triplet. The others are singlets. The lower of the two middle ones gives

$$D=\frac U2\min(X,Y)=2K_{\min},\qquad K=U\sum_i\phi_1(i)^2\phi_2(i)^2=\frac{UY}{4}.$$

Here $K_{\min}$ is the minimum of $K$ over rotations of the pair: $Y$ then ranges between the two values $X$ and $Y$ found above. First order never favours the singlet, and it gives zero when the orbitals can be made disjoint.

**TMM.** Take $\phi_1=(2,-1,-1)/\sqrt6$ and $\phi_2=(0,1,-1)/\sqrt2$ on the outer atoms. Then $x=(\frac23,-\frac13,-\frac13)$ and $y=(0,-1,1)/\sqrt3$, so $\sum xy=0$, $X=\frac49+\frac19+\frac19=\frac23$ and $Y=\frac23$. Hence $D=U/3$.

**Meta-xylylene.** On the atoms $(2,4,6,7,8)$ the orbitals odd and even under reflection are

$$\phi_1=\tfrac12(0,1,-1,1,-1),\qquad\phi_2=\tfrac1{\sqrt3}(1,0,0,-1,-1).$$

They share atoms 7 and 8, where $x$ is equal and $y$ opposite, so $\sum xy=0$. Then

$$X=\frac19+2\cdot\frac1{16}+2\left(\frac14-\frac13\right)^2=\frac14,\qquad Y=2\cdot4\cdot\frac14\cdot\frac13=\frac23 .$$

The smaller number is $X$, so $D=U/8$. These orbitals have $K=U/6$, and $2K=U/3$ is the height of the singlet $|12\rangle+|21\rangle$; the singlet $|11\rangle-|22\rangle$ lies lower. The rotated orbitals $(\phi_1\pm\phi_2)/\sqrt2$ interchange $X$ and $Y$ and have $K_{\min}=U/16$.

### Second order for disjoint orbitals

For disjoint orbitals $Y=0$. The triplet and the singlet $|12\rangle+|21\rangle$ are degenerate, and the other two singlets lie $UX/2$ higher. Let $W$ be the second-order matrix element from $|12\rangle$ to $|21\rangle$. The singlet shifts by $+W$ and the triplet by $-W$ relative to their common shift, so $D=2W$. Mixing with the higher singlets has a matrix element of at most order $U^2/t$ and could change the energy at most by order $U^3/t^2$, which is beyond this order. In the three disjoint molecules here it vanishes altogether: swapping the two atoms that carry $\phi_1$ is a symmetry of the frame that reverses $\phi_1$ and leaves $\phi_2$ unchanged, so $|12\rangle+|21\rangle$ is odd while $|11\rangle$ and $|22\rangle$ are even.

In this process the up electron must go from $\phi_1$ to $\phi_2$ and the down electron from $\phi_2$ to $\phi_1$. A direct transfer contains $\phi_1(i)\phi_2(i)=0$. Each spin therefore needs two steps, through either an antibonding orbital $a$ or a bonding orbital $n$. If both spins use antibonding orbitals, or both use bonding ones, the first step again contains $\phi_1(i)\phi_2(i)$ and vanishes. Two mixed paths remain.

In one, the up electron goes $\phi_1\to a$ while a down core electron goes $n\to\phi_1$; then $a\to\phi_2$ and $\phi_2\to n$. The two matrix elements are $UA_{an}$ and $UB_{an}$, with

$$A_{an}=\sum_i\phi_1(i)^2a_in_i,\qquad B_{an}=\sum_i\phi_2(i)^2a_in_i .$$

The other path exchanges the roles of the spins and has the same product. The step through a filled orbital brings a minus sign, since $c_n^\dagger c_{\phi_2}c^\dagger_{\phi_1}c_n=-c^\dagger_{\phi_1}c_{\phi_2}c^\dagger_nc_n$. Second-order perturbation theory brings another. Hence $W=2U^2\sum AB/(\varepsilon_a-\varepsilon_n)$ and

$$D=4U^2\sum_{a,n}\frac{A_{an}B_{an}}{\varepsilon_a-\varepsilon_n}.$$

To find the sign, write $a_i=s_im_i$, where $m$ is the bonding partner of $a$ and $s_i=\pm1$ on $A$ and $B$. Let $\phi_1$ and $\phi_2$ lie on sublattices with signs $s_1$ and $s_2$, and let $e_n=-\varepsilon_n>0$. Using $1/(e_m+e_n)=\int_0^\infty d\tau\,e^{-(e_m+e_n)\tau}$,

$$D=4U^2s_1s_2\int_0^\infty d\tau\sum_{ij}\phi_1(i)^2\phi_2(j)^2\,G_{ij}(\tau)^2,\qquad G_{ij}=\sum_n n_in_j\,e^{-e_n\tau}.$$

The integral cannot be negative. Core polarization favours antiparallel spins on opposite sublattices and parallel spins on the same one. This answers (c): disjointness makes the first-order gap vanish, but it does not choose the singlet.

**Cyclobutadiene.** The only bonding orbital is $(1,1,1,1)/2$ with $e=2t$, so $G^2=\frac1{16}e^{-4t\tau}$. Its integral is $1/(64t)$ and the density weights add to one. With opposite sublattices, $D=-U^2/(16t)$.

**TME.** In each half let $s$ be the amplitude of the symmetric CH$_2$ combination and $c$ that of the central carbon. For orbitals even (upper sign) or odd (lower sign) between the halves,

$$\sqrt2\,t\,c=e\,s,\qquad \sqrt2\,t\,s\pm t\,c=e\,c .$$

The bonding solutions are $e=2t$ with $c=\sqrt2s$ (even) and $e=t$ with $s=\sqrt2c$ (odd). Normalization $s^2+c^2=\frac12$ per half gives $s^2=\frac16$ and $\frac13$. Each CH$_2$ carbon carries $s/\sqrt2$, so between the two ends

$$G=\frac1{12}e^{-2t\tau}-\frac16e^{-t\tau},\qquad\int_0^\infty G^2d\tau=\frac1t\left(\frac1{576}-\frac1{108}+\frac1{72}\right)=\frac{11}{1728\,t}.$$

Thus $D=-11U^2/(432t)\approx-0.0255\,U^2/t$. If the hopping across the central bond is switched off, as by a right-angle twist, no core orbital need span both halves. Then $G=0$ and the coupling vanishes, as it must for two separate radicals. This holds within the $\pi$ model: in the real twisted molecule the $\pi$ orbitals of one half can mix with the $\sigma$ bonds of the other, so the gap becomes small but need not be zero.

**Control.** Evaluating the orbital sum numerically gives $D=+0.00219\,U^2/t$: a triplet, though a weakly bound one. This is a statement about the nearest-neighbour frame, not a prediction for the molecule. On an ideal $120^\circ$ frame the two inner CH$_2$ carbons, one carrying each nonbonding orbital, lie only 2.4 Å apart. A hopping $t'$ between them closes a five-ring, and at $U=2t$ it reverses the sign of $D$ between $t'=0.10t$ and $0.15t$, about the size that $2p\pi$ overlap suggests at that distance. The inner hydrogens also collide in the planar form, so the real molecule must distort.

### Full diagonalization

The complete Hubbard matrices were diagonalized for all five molecules, with the singlets separated by their total spin. At $U/t=0.5$, 2 and 8 the ground spin was tested and agrees with the sublattice rule in every case. The coefficients of $U$ and $U^2/t$ extracted from gaps at small $U$ were tested against the formulas above; for meta-xylylene the slope is 0.12499, against $\frac18$. The numerical output follows the text.

## Comparison

For $t=2.5$ eV and $U=5$ eV, in eV:

| molecule | scaling, $\lvert D\rvert$ | leading order, $D$ | full $D$ |
|---|---|---|---|
| TMM | 1.7 | 1.67 | 0.850 |
| meta-xylylene | 1.0 | 0.625 | 0.352 |
| cyclobutadiene | 0.31 | −0.625 | −0.356 |
| TME | 0.14 | −0.255 | −0.096 |
| control | 0.08 | 0.022 | 0.031 |

The leading-order entries are, for example, $U/3=1.67$ eV for TMM and $-\frac1{16}\times10=-0.625$ eV for cyclobutadiene. In the order of the table, the full gaps are 82.1, 34.0, −34.4, −9.2 and 3.0 kJ/mol.

Scaling separates the shared-atom molecules from the disjoint ones, and its magnitudes lie within a factor of three of the full gaps. It gives no sign, so it cannot tell that the gaps of TME and the control have opposite signs. Nor is a disjoint gap necessarily negligible: at this $U$, cyclobutadiene and meta-xylylene have gaps of nearly equal size.

The value $U=2t$ is too large for leading-order accuracy. The full TMM gap is $0.850/1.67=0.51$ of the first-order value, while the control exceeds its second-order value by a factor of 1.4. At $U=0.5t$ first order gives $0.167t$ for TMM, against the full $0.143t$.

The opposite limit shows why linear growth cannot continue. For large $U$, TMM is a central spin coupled to three outer spins of total $L$, with energy $\frac J2[S(S+1)-L(L+1)-\frac34]$. The triplet ($L=\frac32$) has $-\frac54J$ and the singlet ($L=\frac12$) has $-\frac34J$, so $D=J/2=2t^2/U$, which falls with $U$. At $U=8t$ this is $0.25t$; diagonalization gives $0.224t$. In square cyclobutadiene the two sublattice spins of length 1 give $-2J$ for the singlet and $-J$ for the triplet, so $D=-J=-0.5t$ at $U=8t$, against the full $-0.332t$. The square needs a larger $U$ to reach its limit: at $U=100t$ its gap is $-0.997J$.

Equal bonds matter as well. If the hoppings of cyclobutadiene alternate between 3.0 and 2.0 eV, the nonbonding pair splits to $\pm1$ eV. A triplet then costs 2 eV already at $U=0$. With $U=5$ eV the full gap is $D=-1.42$ eV, about four times that of the square. The ground spin is unchanged, but the small-$U$ expansion about a degenerate pair no longer applies.

All these gaps belong to the model. It omits $\sigma$ electrons, repulsion between different sites and the relaxation of each spin state to its own geometry, so the numbers are not predictions of measured gaps. The counting rule also loses its basis if an odd ring prevents two-colouring, or if the electron number departs from one per site.

## Computed values

```
inputs: t = 2.5 eV, U = 5.0 eV, U/t = 2.0
1 eV = 96.485 kJ/mol; D = E(singlet) - E(triplet)
TMM: nA=3 nB=1 rule S=1, disjoint=False
  Kmin/U = 0.16667, 2Kmin/U = 0.33333, diag. slope = 0.33333
  D/J: Heisenberg 0.5000, Hubbard at U/t=100 0.4997
  D/t at U/t = 0.5: 0.14316, 2: 0.34017, 8: 0.22399
  D = 0.8504 eV = 82.05 kJ/mol; leading order 1.6667 eV
TME: nA=3 nB=3 rule S=0, disjoint=True
  Kmin/U = 0.00000, 2Kmin/U = 0.00000, diag. slope = -0.00001
  D t/U^2: formula -0.025463, diag. -0.025461
  D/J: Heisenberg -0.1011, Hubbard at U/t=100 -0.1010
  D/t at U/t = 0.5: -0.00507, 2: -0.03828, 8: -0.04301
  D = -0.0957 eV = -9.23 kJ/mol; leading order -0.2546 eV
cyclobutadiene: nA=2 nB=2 rule S=0, disjoint=True
  Kmin/U = 0.00000, 2Kmin/U = 0.00000, diag. slope = -0.00001
  D t/U^2: formula -0.062500, diag. -0.062499
  D/J: Heisenberg -1.0000, Hubbard at U/t=100 -0.9970
  D/t at U/t = 0.5: -0.01373, 2: -0.14258, 8: -0.33232
  D = -0.3565 eV = -34.39 kJ/mol; leading order -0.6250 eV
m-xylylene: nA=5 nB=3 rule S=1, disjoint=False
  Kmin/U = 0.06250, 2Kmin/U = 0.12500, diag. slope = 0.12499
  D/J: Heisenberg 0.3592
  D/t at U/t = 0.5: 0.05306, 2: 0.14093, 8: 0.15404
  D = 0.3523 eV = 33.99 kJ/mol; leading order 0.6250 eV
pentamethylenepropane: nA=5 nB=3 rule S=1, disjoint=True
  Kmin/U = 0.00000, 2Kmin/U = 0.00000, diag. slope = -0.00000
  D t/U^2: formula 0.002187, diag. 0.002188
  D/J: Heisenberg 0.0599
  D/t at U/t = 0.5: 0.00076, 2: 0.01254, 8: 0.02410
  D = 0.0313 eV = 3.02 kJ/mol; leading order 0.0219 eV
m-xylylene, symmetry orbitals: K/U = 0.16667, 2K/U = 0.33333
  sum x^2 = 0.25000, sum y^2 = 0.66667
TME core orbital energies/t: -2.000, -1.000, 1.000, 2.000
rectangular cyclobutadiene, hoppings 3.0 and 2.0 eV: D = -1.4226 eV
```
